# Spin-orbit splitting at K in trigonal-prismatic MX2 monolayers

## Question

A monolayer MX\(_2\) of the MoS\(_2\) type has a triangular lattice of metal atoms M with lattice constant \(a\). Each metal has six chalcogen neighbours X at the corners of a trigonal prism: azimuths \(90^\circ, 210^\circ, 330^\circ\), in-plane distance \(a/\sqrt3\), heights \(\pm h\). The metal plane is a mirror plane.

Use a mean-field tight-binding model with orthogonal orbitals: five metal \(d\) orbitals \(|m\rangle\), where \(m\) is the eigenvalue of \(L_z\), and three \(p\) orbitals \(|p_{m'}\rangle\) on each chalcogen. Hops join M–X and M–M nearest neighbours. The spin-orbit operator acts on each atom separately,

\[
H_{\rm so}=\zeta_M\,\mathbf L\cdot\mathbf S\ \text{(metal)}+\zeta_X\,\mathbf L\cdot\mathbf S\ \text{(chalcogen)},
\]

with \(\mathbf L,\mathbf S\) in units of \(\hbar\). Take \(\mathbf K=(4\pi/3a,0)\). Without spin, the metal part of the highest valence state at K has \(|m|=2\), and that of the lowest conduction state has \(m=0\) (the \(d_{z^2}\) orbital). This order is a property of the bands, not a consequence of symmetry. Define \(\Delta=E_\uparrow-E_\downarrow\), with spin measured along \(z\).

**(a)** Which chalcogen orbitals mix with each metal orbital at K?

**(b)** Find both splittings to first order in \(\zeta_M\) and \(\zeta_X\).

**(c)** Find the leading metal contribution to the conduction splitting, and the second-order metal correction for the valence state.

**(d)** Evaluate the splittings for \(a=6\) bohr, \(h=3\) bohr, \(\zeta_M=3\) and \(\zeta_X=2\) millihartree (mHa). The on-site energies are 0 for \(m=0,\pm2\), 60 for \(m=\pm1\) and \(-120\) for \(p\); the bond integrals are \(V_\sigma=80\), \(V_\pi=-48\) (M–X) and \(U_\sigma=-20\), \(U_\pi=10\), \(U_\delta=0\) (M–M), all in mHa. Seven spinless bands are filled, and the valence state has \(m=-2\). These are round model values, not those of a particular material.

**(e)** What changes at \(-\mathbf K\), for a heavier metal, away from K, and when the mirror is broken?

## Answer to (a)

Rotating a bond about \(z\) by \(\varphi\) multiplies \(|m\rangle\) by \(e^{-im\varphi}\). A hop with matrix element \(T_{mm'}\) at azimuth zero therefore becomes \(T_{mm'}e^{i(m'-m)\varphi}\). With atomic positions included in the Bloch phases, one chalcogen layer gives

\[
H_{mm'}(\mathbf K)=T_{mm'}\sum_{j=0}^{2}e^{i\mathbf K\cdot\boldsymbol\delta_j}e^{i(m'-m)\varphi_j},
\qquad \varphi_j=\frac{\pi}{2}+\frac{2\pi j}{3}.
\]

Here \(\mathbf K\cdot\boldsymbol\delta_j=(4\pi/3\sqrt3)\cos\varphi_j\), which equals \(0,-2\pi/3,+2\pi/3\). Modulo \(2\pi\) this is \(-2\pi j/3\), so

\[
H_{mm'}(\mathbf K)=T_{mm'}\,e^{i(m'-m)\pi/2}\sum_{j=0}^{2}e^{2\pi i j(m'-m-1)/3}.
\]

The sum is 3 if \(m'=m+1\) modulo 3, and zero otherwise.

The mirror \(z\to-z\) multiplies \(|m\rangle\) by \((-1)^m\): \(m=0,\pm2\) are even and \(m=\pm1\) odd. For the two chalcogen layers, the sum of the two \(p_{\pm1}\) orbitals is even and their difference odd; for \(p_0\) the sum is odd and the difference even. Combining both rules:

| metal \(m\) | chalcogen partner | mirror parity |
|---|---|---|
| \(-2\) | \(p_{-1}\) | even |
| \(0\) | \(p_{+1}\) | even |
| \(+2\) | \(p_0\) | even |
| \(-1\) | \(p_0\) | odd |
| \(+1\) | \(p_{-1}\) | odd |

The odd \(p_{+1}\) combination has no metal partner.

M–M hops do not spoil this. The six neighbours have azimuths \(60^\circ j\) and Bloch phases \(e^{-2\pi i/3}\) for even \(j\), \(e^{+2\pi i/3}\) for odd \(j\). Within each set of three, the sum of \(e^{i(m'-m)\varphi_j}\) vanishes unless \(m'-m\) is a multiple of 3. The values \(\pm3\) would join orbitals of opposite mirror parity, so only \(m'=m\) survives. Every metal orbital thus belongs to a two-level problem.

## Answer to (b)

Let the valence state have \(m=-2\), with metal weight \(w_d\) and chalcogen weight \(w_p=1-w_d\). Let \(w_d',w_p'\) be the conduction weights. Write

\[
\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+).
\]

The two spin states of a band are degenerate before \(H_{\rm so}\) acts, so its matrix within this pair is needed. The operators \(L_\pm\) change \(m\) by one and hence reverse the orbital mirror parity. Their expectation value in a state of definite parity is zero. The pair matrix is diagonal, and its entries come from \(L_zS_z\).

In the valence state the metal part has \(L_z=-2\) and the chalcogen part \(L_z=-1\). With \(S_z=\pm\frac12\),

\[
E^{(1)}_{\uparrow,\downarrow}=\pm\tfrac12(-2\zeta_Mw_d-\zeta_Xw_p),
\qquad
\boxed{\Delta_v^{(1)}=-(2\zeta_Mw_d+\zeta_Xw_p).}
\]

In the conduction state the metal has \(L_z=0\) and the chalcogen \(L_z=+1\), hence

\[
\boxed{\Delta_c^{(1)}=+\zeta_Xw_p'.}
\]

The valence electron carries an orbital moment along \(z\), which acts on its spin like a magnetic field along \(z\). The \(d_{z^2}\) orbital carries no such moment. The conduction splitting therefore has no first-order metal term, but it does not vanish: the chalcogen admixture has an orbital moment of its own. For a purely metallic valence state, \(w_d=1\), the splitting has size \(2\zeta_M\).

If the valence state had \(m=+2\) at this K, its partner would be \(p_0\), and the first-order result would be \(+2\zeta_Mw_d\) without a chalcogen term. Linearity in \(\zeta_M\) follows from \(|m|=2\) in either case.

## Answer to (c)

For an isolated band \(s\), the second-order shift is a sum over the other bands \(n\) of squared matrix elements divided by \(E_s-E_n\). Three observations reduce it.

First, \(L_zS_z\) has matrix elements of equal size for the two spins. Its squared contributions are equal and cancel in \(\Delta\). Second, products of one \(L_zS_z\) step and one spin flip cannot connect \(s\uparrow\) with \(s\downarrow\), because only the flip changes the orbital mirror parity. The pair matrix stays diagonal. Third, the surviving spin flips lead from an even band to odd bands.

Now set \(\zeta_X=0\), and let \(w_n(m)\) be the weight of metal orbital \(m\) in state \(n\). From

\[
L_\pm|m\rangle=\sqrt{6-m(m\pm1)}\,|m\pm1\rangle ,
\]

a conduction electron with spin up goes to \(m=+1\), spin down, with metal amplitude \(\frac12\sqrt6\,\zeta_M\). One with spin down goes to \(m=-1\), spin up, with the same amplitude. The square is \(\frac32\zeta_M^2\), and subtraction gives

\[
\boxed{\Delta_c^{(2)}=\tfrac32\zeta_M^2w_d'\sum_n
\frac{w_n(+1)-w_n(-1)}{E_c-E_n}.}
\]

Two factors make this term small. One is \(\zeta_M\) divided by the distance to the odd levels. The other, when both spins are shifted in the same direction as in (d), is a partial cancellation: only the difference of the shifts counts. It would vanish if the \(m=+1\) and \(m=-1\) blocks had the same energies and weights. At K they have different chalcogen partners and so need not agree.

For the valence state, spin up goes from \(m=-2\) to \(m=-1\) with amplitude \(\frac12\sqrt{6-2}\,\zeta_M=\zeta_M\). Spin down would need \(L_-|-2\rangle\), which is zero. Hence

\[
\Delta_v^{(2)}=\zeta_M^2w_d\sum_n\frac{w_n(-1)}{E_v-E_n}.
\]

This corrects a splitting that already exists in first order. The expansion requires \(\zeta_M\) to be small against the distances to the coupled levels; if an odd level approaches the conduction state, the two must be diagonalized together.

## Answer to (d)

**Metal levels.** The six M–M phases add to \(6\cos(2\pi/3)=-3\). For a bond along \(x\), \(d_{z^2}\) has \(\sigma\) weight \(\frac14\) and \(\delta\) weight \(\frac34\). For \(m=\pm2\), average \(d_{x^2-y^2}\) (\(\frac34\sigma+\frac14\delta\)) and \(d_{xy}\) (pure \(\pi\)); for \(m=\pm1\), average \(d_{xz}\) (\(\pi\)) and \(d_{yz}\) (\(\delta\)). In mHa the levels are

\[
\begin{aligned}
\varepsilon_0&=-3\left(\tfrac14U_\sigma+\tfrac34U_\delta\right)=15,\\
\varepsilon_{\pm2}&=-3\left(\tfrac38U_\sigma+\tfrac12U_\pi+\tfrac18U_\delta\right)=7.5,\\
\varepsilon_{\pm1}&=60-3\left(\tfrac12U_\pi+\tfrac12U_\delta\right)=45.
\end{aligned}
\]

**Couplings.** An M–X bond at azimuth zero has direction \((s,0,c)\), with \(s^2=12/21\) and \(c^2=9/21\). Let \(n\) be the coordinate along it and \(e\) the one along \((c,0,-s)\), so that \(x=sn+ce\) and \(z=cn-se\). Inserting these in the orbitals and collecting \(\sigma\) and \(\pi\) parts gives

\[
\begin{aligned}
\langle z^2|H|x\rangle&=\tfrac12(3c^2-1)sV_\sigma-\sqrt3\,sc^2V_\pi,\\
\langle xz|H|z\rangle&=\sqrt3\,sc^2V_\sigma+s(s^2-c^2)V_\pi,\\
\langle x^2-y^2|H|x\rangle&=\tfrac{\sqrt3}{2}s^3V_\sigma+sc^2V_\pi,\quad
\langle xy|H|y\rangle=sV_\pi,\\
\langle xz|H|x\rangle&=\sqrt3\,s^2cV_\sigma+c(c^2-s^2)V_\pi,\quad
\langle yz|H|y\rangle=cV_\pi.
\end{aligned}
\]

With \(p_{\pm1}=\mp(x\pm iy)/\sqrt2\), \(d_{\pm1}=\mp(xz\pm iyz)/\sqrt2\) and \(d_{-2}=(x^2-y^2-i\,xy)/\sqrt2\), the required elements are

\[
\begin{aligned}
T_{-2,-1}&=\tfrac{\sqrt3}{4}s^3V_\sigma+\tfrac12s(1+c^2)V_\pi,\\
T_{0,1}&=-\tfrac{1}{\sqrt2}\langle z^2|H|x\rangle,\qquad
T_{-1,0}=\tfrac{1}{\sqrt2}\langle xz|H|z\rangle,\\
T_{1,-1}&=-\tfrac12\big(\langle xz|H|x\rangle-\langle yz|H|y\rangle\big)
=s^2c\left(V_\pi-\tfrac{\sqrt3}{2}V_\sigma\right).
\end{aligned}
\]

Three azimuths and two normalized layers give \(\gamma_m=3\sqrt2\,T_{m,m'}\). In mHa, \(\gamma_{-2}=-46.5\), \(\gamma_0=-106.7\), \(\gamma_{-1}=+119.1\) and \(\gamma_{+1}=-186.1\). For example, \(\gamma_{-2}=3\sqrt2\,(0.187\times80-0.540\times48)\).

**Energies and weights.** With \(D=\varepsilon_m+120\) and \(R=\sqrt{D^2+4\gamma_m^2}\), the energies are \((\varepsilon_m-120\pm R)/2\). The upper state has metal weight \(\frac12(1+D/R)\), the lower one the complement. For \(m=-2\), \(D=127.5\) and \(R=157.8\), so \(E_v=22.6\) and \(w_d=0.904\). For \(m=0\), \(D=135\) and \(R=252.6\), so \(E_c=73.8\) and \(w_d'=0.767\). Full diagonalization confirms that these are the seventh and eighth spinless states. The odd levels are:

| metal \(m\) | lower, upper energy (mHa) | upper metal weight |
|---|---|---|
| \(-1\) | \(-182.4,\ 107.4\) | 0.785 |
| \(+1\) | \(-241.1,\ 166.1\) | 0.703 |

**First order.**

\[
\begin{aligned}
\Delta_v^{(1)}&=-(2\times3\times0.904+2\times0.096)=-5.62\ \text{mHa},\\
\Delta_c^{(1)}&=2\times0.2327=0.465\ \text{mHa}.
\end{aligned}
\]

**Second order, metal only.** The conduction prefactor is \(\frac32\times9\times0.767=10.36\) mHa\(^2\). Then

\[
\begin{aligned}
\Delta_c^{(2)}&=10.36\left[\frac{0.703}{-92.3}+\frac{0.297}{314.9}
-\frac{0.785}{-33.6}-\frac{0.215}{256.2}\right]
=0.164\ \text{mHa},\\
\Delta_v^{(2)}&=9\times0.904\left[\frac{0.785}{-84.8}+\frac{0.215}{205.0}\right]
=-0.067\ \text{mHa}.
\end{aligned}
\]

The largest conduction term comes from the upper \(m=-1\) level, 33.6 mHa above the conduction state. It pushes the spin-down state downwards, which makes \(\Delta_c^{(2)}\) positive here. Another order of the odd levels could change its sign.

**Interference with the chalcogen.** With \(\zeta_X\) present, the spin-down conduction state also flips from \(p_{+1}\) to \(p_0\), with amplitude \(\zeta_X/\sqrt2\). This adds coherently to the metal flip into the \(m=-1\) block. The coupling in both blocks is \(i\gamma_m\), so the ratio of chalcogen to metal amplitude is \(-i\gamma_m/(E+120)\). Since \(\gamma_0\) and \(\gamma_{-1}\) have opposite signs, the two flips subtract for the upper \(m=-1\) state and add for the lower one:

\[
\begin{aligned}
A_{\rm up}&=\sqrt{\tfrac32}\,3\sqrt{0.767\times0.785}
-\frac{2}{\sqrt2}\sqrt{0.233\times0.215}=2.53\ \text{mHa},\\
A_{\rm low}&=\sqrt{\tfrac32}\,3\sqrt{0.767\times0.215}
+\frac{2}{\sqrt2}\sqrt{0.233\times0.785}=2.10\ \text{mHa}.
\end{aligned}
\]

The spin-down shift is \(A_{\rm up}^2/(-33.6)+A_{\rm low}^2/256.2=-0.174\) mHa. The spin-up shift remains \(10.36(-0.703/92.3+0.297/314.9)=-0.069\) mHa, because \(L_+\) annihilates \(p_{+1}\). The total second-order conduction splitting is therefore 0.105 mHa rather than 0.164. The same interference reduces the valence correction to \(-0.049\) mHa.

**Comparison.** Diagonalizing the full \(22\times22\) matrix gives

| | first + second order | full diagonalization |
|---|---|---|
| \(\Delta_v\) | \(-5.67\) mHa | \(-5.66\) mHa \(=-154\) meV |
| \(\Delta_c\) | \(0.570\) mHa | \(0.574\) mHa \(=15.6\) meV |

The conduction splitting is about one tenth of the valence splitting, and most of it comes from the chalcogen. With \(\zeta_X=0\) the ratio falls to 0.031.

## Answer to (e)

**Opposite valley.** Time reversal takes \(\mathbf K\) to \(-\mathbf K\), \(m\) to \(-m\) and spin up to spin down. Thus \(E_\uparrow(-\mathbf K)=E_\downarrow(\mathbf K)\), and both splittings change sign without changing size. At K the negative \(\Delta_v\) makes the spin-down state the upper member of the valence pair; at \(-\mathbf K\) it is the spin-up state.

**Heavier metal.** Keep the spinless bands fixed and triple \(\zeta_M\) to 9 mHa. With \(\zeta_X=0\), the valence splitting grows from 5.49 to 16.78 mHa, a factor of 3.06, while the conduction splitting grows from 0.170 to 1.530 mHa, a factor of 9.02. These are the expected linear and quadratic laws, with small higher-order deviations. With \(\zeta_X=2\) mHa the splittings become 16.92 and 1.81 mHa in size. Their ratio is 0.107, hardly different from 0.101 before: the quadratic metal term has grown enough to offset the falling relative share of the chalcogen term. Between these two points the ratio dips to about 0.09 near \(\zeta_M=5\) mHa, and beyond them it keeps rising. A heavier metal therefore need not make the conduction splitting relatively smaller. This trend relies on the metal and chalcogen conduction terms having the same sign, as they do for the integrals in (d). If the odd levels give the metal term the opposite sign, a heavier metal first cancels the chalcogen term and then reverses \(\Delta_c\). The model therefore does not fix the sign of the conduction splitting in a real compound, where the spinless levels and weights also change along a series.

A sufficient condition for a small ratio can now be stated, within the range of the expansion: both \(\zeta_Xw_p'\) and the second-order conduction terms are small against \(2\zeta_Mw_d\). A light metal with heavy chalcogens can violate the first requirement, and an odd level close to the conduction state the second.

**Away from K.** The phase sums in (a) no longer cancel. At \(0.8\,\mathbf K\), 21% of the weight of the seventh spinless state lies outside the pair \(m=-2\), \(p_{-1}\). The boxed formulas, which assume pure values of \(m\), then no longer apply.

**Broken mirror.** If the two chalcogen layers differ, the threefold rule still holds, but \(m=-2\) and \(m=+1\) both couple to \(p_{-1}\) and can mix. The operators \(L_\pm\) still have no expectation value in the valence state, since they change \(m\) by one modulo 3. The first-order metal part becomes \(-\zeta_M[2w(-2)-w(+1)]\), where \(w(m)\) is the weight of orbital \(m\). An on-site difference of 20 mHa between the layers gives \(w(+1)=0.00023\), so the reduction is negligible in this example. The conduction state still contains no \(m=\pm1\), because the threefold rule alone separates them from \(m=0\).

The numerical output lists the values used here. They describe a model without X–X hopping, orbital overlap, metal \(s\) and \(p\) orbitals, or self-consistency, so the sizes in meV are illustrations. With these parameters the highest filled and the lowest empty level of the whole Brillouin zone lie at \(\mathbf k=0\), so "valence" and "conduction" here mean the seventh and eighth spinless states at K, not the band edges of the model. Within the stated band order and symmetry, the first-order rules do not depend on the chosen bond integrals.

## Calculated quantities

```
lattice constant: 6.0 bohr
chalcogen height: 3.0 bohr
on-site d even, d odd, p: 0.0, 60.0, -120.0 mHa
pd sigma, pi: 80.0, -48.0 mHa
dd sigma, pi, delta: -20.0, 10.0, 0.0 mHa
zeta metal: 3.0 mHa
zeta chalcogen: 2.0 mHa
m=-2 metal level, coupling g: 7.500, 46.474 mHa
m=-2 lower, upper energy: -135.142, 22.642 mHa
m=-2 metal weight in upper state: 0.90403 (no unit)
m=+0 metal level, coupling g: 15.000, 106.721 mHa
m=+0 lower, upper energy: -178.776, 73.776 mHa
m=+0 metal weight in upper state: 0.76727 (no unit)
m=-1 metal level, coupling g: 45.000, 119.121 mHa
m=-1 lower, upper energy: -182.400, 107.400 mHa
m=-1 metal weight in upper state: 0.78468 (no unit)
m=+1 metal level, coupling g: 45.000, 186.141 mHa
m=+1 lower, upper energy: -241.104, 166.104 mHa
m=+1 metal weight in upper state: 0.70260 (no unit)
spinless gap at K: 51.134 mHa
valence first order: -5.6161 mHa
valence second order, metal only: -0.0668 mHa
valence second order, both atoms: -0.0494 mHa
valence first plus second order: -5.6655 mHa
valence full diagonalization: -5.6623 mHa
valence full diagonalization: -154.08 meV
valence full, zeta chalcogen = 0: -5.4873 mHa
valence full, zeta metal tripled: -16.9242 mHa
valence metal tripled, zeta chalcogen = 0: -16.7804 mHa
valence power of zeta metal: 1.0017 (no unit)
conduction first order: 0.4655 mHa
conduction second order, metal only: 0.1640 mHa
conduction second order, both atoms: 0.1048 mHa
conduction first plus second order: 0.5703 mHa
conduction full diagonalization: 0.5741 mHa
conduction full diagonalization: 15.62 meV
conduction full, zeta chalcogen = 0: 0.1696 mHa
conduction full, zeta metal tripled: 1.8105 mHa
conduction metal tripled, zeta chalcogen = 0: 1.5303 mHa
conduction power of zeta metal: 2.0059 (no unit)
conduction/valence size ratio: 0.1014 (no unit)
same ratio, zeta chalcogen = 0: 0.0309 (no unit)
valence weight outside its K pair at 0.8 K: 0.2125 (no unit)
valence m=+1 weight, mirror broken by 20 mHa: 0.000232 (no unit)
```
